# First-order spin-orbit operator on spin-free X2C and its Breit-Pauli limit, part 1

(Sections cited here and not found follow in the second part.)

For one electron in a local potential \(V\), described in a finite real basis with restricted kinetic balance, the spin-orbit energies of the matrix Dirac equation are given to first order by the two-component operator

\[ h_{so}=\frac{1}{4m^2c^2}\,R^\dagger X^\dagger W_{so}XR , \]

where \(X\) and \(R\) are the decoupling and renormalisation matrices of the spin-free exact two-component (X2C) problem and \(W_{so}\) is the matrix of \(i\boldsymbol\sigma\cdot(\mathbf pV\times\mathbf p)\). The prefactor equals \(\alpha^2/4\). It reads \(1/(4c^2)\) in Hartree units; in the Rydberg units used here (\(\hbar=1\), \(m=1/2\), \(e^2=2\), \(c=2/\alpha=274.072\)) it is \(\epsilon\equiv1/c^2=1.331284\times10^{-5}\). Three statements are derived. First, \(h_{so}\) gives the exact first derivative of every positive-energy matrix Dirac level with respect to the spin-orbit strength, degenerate levels included. Second, \(h_{so}\) is not the derivative of the full X2C Hamiltonian: in a fixed basis the two differ by a commutator of order \(c^{-6}\), which has no first-order effect on energies. Third, in a fixed basis \(h_{so}=\epsilon W_{so}+O(c^{-4})\), and for point nuclei \(\epsilon W_{so}=\alpha^2\sum_AZ_A\,\mathbf s\cdot\mathbf l_A/r_A^3\) Ry, the one-electron Breit-Pauli term.

With the rest energy removed and \(2mc^2=c^2\), the Dirac equation for the large and small components is

\[ V\psi^L+c\,\boldsymbol\sigma\cdot\mathbf p\,\psi^S=E\psi^L,\qquad c\,\boldsymbol\sigma\cdot\mathbf p\,\psi^L+(V-c^2)\psi^S=E\psi^S . \]

Restricted kinetic balance expands \(\psi^L=\sum_\nu g_\nu A_\nu\) and \(\psi^S=(\boldsymbol\sigma\cdot\mathbf p/c)\sum_\nu g_\nu B_\nu\), where the \(n\) functions \(g_\nu\) are real spatial functions times \(\alpha\) or \(\beta\) spin, and \(\sum g_\nu B_\nu\) is called the pseudo-large component. The first equation is projected on \(g_\mu\) and the second on \((\boldsymbol\sigma\cdot\mathbf p/c)g_\mu\). Since \((\boldsymbol\sigma\cdot\mathbf p)^2=p^2\) and the kinetic energy is \(p^2\) in these units, both off-diagonal blocks are \(c\cdot p^2/c=T\), the term \(-c^2\) gives \(-c^2p^2/c^2=-T\), the small-component overlap is \(\epsilon T\), and the potential in the lower block is \(\epsilon W\) with \(W=\boldsymbol\sigma\cdot\mathbf p\,V\,\boldsymbol\sigma\cdot\mathbf p\). With \(S,T,V,W\) now denoting matrices,

\[ D\binom AB=M\binom ABE,\qquad D=\begin{pmatrix}V&T\\T&\epsilon W-T\end{pmatrix},\qquad M=\begin{pmatrix}S&0\\0&\epsilon T\end{pmatrix}. \]

Spin enters through \(W\) alone. The Pauli identity \(\sigma_m\sigma_n=\delta_{mn}+i\varepsilon_{lmn}\sigma_l\) (sums over repeated Cartesian indices, \(\varepsilon_{lmn}\) the antisymmetric symbol) splits it:

\[ W=\sigma_m\sigma_n\,p_mVp_n=\mathbf p\cdot V\mathbf p+i\sigma_l\varepsilon_{lmn}p_mVp_n\equiv W_{sf}+W_{so}. \]

The product rule gives \(p_mVp_n=-i(\partial_mV)p_n+Vp_mp_n\). The last term is symmetric in \(m,n\) and is removed by \(\varepsilon_{lmn}\), and \(i\cdot(-i)=1\), so \(W_{so}=\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)\). In the basis, \(p_m\) acts to the left, \((-i\partial_mg_\mu)^*(-i\partial_ng_\nu)=\partial_mg_\mu\,\partial_ng_\nu\), and

\[ W_{so}=i\sigma_lw^l,\qquad w^l_{\mu\nu}=\varepsilon_{lmn}\int\partial_mg_\mu\,V\,\partial_ng_\nu\,d^3r . \]

Exchanging \(\mu\) and \(\nu\) exchanges \(m\) and \(n\), so each \(w^l\) is real and antisymmetric and \(W_{so}\) is Hermitian. For a point nucleus, \(V_A=-2Z_A/r_A\) and \(\nabla V_A=2Z_A\mathbf r_A/r_A^3\). With \(\mathbf l_A=\mathbf r_A\times\mathbf p\), \(\boldsymbol\sigma=2\mathbf s\) and \(\epsilon=\alpha^2/4\),

\[ \epsilon W_{so}=\frac{\alpha^2}{4}\sum_A\frac{2Z_A}{r_A^3}\,2\,\mathbf s\cdot\mathbf l_A=\alpha^2\sum_A\frac{Z_A}{r_A^3}\,\mathbf s\cdot\mathbf l_A , \]

which is the one-electron Breit-Pauli spin-orbit operator \(\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)/(4m^2c^2)\). In the Dirac problem this operator stands in the lower-right block and acts on the pseudo-large component, not on a normalised two-component function. The numerical check confirms the splitting of \(W\) on a non-central model potential and, for the bare nuclei of HBr, compares \(W_{sf}+W_{so}\) with spinor integrals and \(w^l\) with grid quadrature of the Breit-Pauli form (largest deviation \(1.4\times10^{-7}\) relative to \(|W_{sf,\mu\mu}W_{sf,\nu\nu}|^{1/2}\)).

A strength parameter is introduced by \(W(\lambda)=W_{sf}+\lambda W_{so}\); \(\lambda=0\) is the spin-free problem and \(\lambda=1\) the Dirac problem. Two assumptions are made near \(\lambda=0\): exactly \(n\) of the \(2n\) solutions lie above a gap that separates them from the \(n\) solutions near or below \(-c^2\), and the \(n\times n\) matrix \(A\) of their large components is invertible. The gap makes the positive-energy subspace a smooth function of \(\lambda\). For these solutions \(B=XA\) defines \(X=BA^{-1}\). The X2C Hamiltonian is \(h=C_+^\dagger DC_+\) with

\[ C_+=\binom1XR,\qquad \tilde S=S+\epsilon X^\dagger TX,\qquad R=S^{-1/2}Y^{-1/2}S^{1/2},\qquad Y=S^{-1/2}\tilde SS^{-1/2}. \]

The choice of \(R\) restores the non-relativistic metric: \(C_+^\dagger MC_+=R^\dagger\tilde SR=S^{1/2}Y^{-1/2}YY^{-1/2}S^{1/2}=S\). Multiplying out the blocks gives \(h=R^\dagger LR\) with \(L=V+TX+X^\dagger T+X^\dagger(\epsilon W-T)X\).

The algebra is shortest in the Löwdin basis. Operator matrices are replaced by \(S^{-1/2}OS^{-1/2}\), and \(X,R\) by \(S^{1/2}XS^{-1/2}\), \(S^{1/2}RS^{-1/2}\). In a product such as \(R^\dagger X^\dagger WXR\) the inner factors \(S^{\pm1/2}\) cancel, so the product transforms as an operator matrix and keeps its form. From here on \(S=1\), and \(R=\tilde S^{-1/2}\) is Hermitian.

The columns of \(C_+\) span an invariant subspace. The eigenvalue equation reads \(D\binom1XA=M\binom1XAE\) with \(E\) diagonal. Multiplying from the right by \(A^{-1}R\) gives \(DC_+=MC_+\Omega\) with \(\Omega=R^{-1}AEA^{-1}R\). Multiplying from the left by \(C_+^\dagger\) and using \(C_+^\dagger MC_+=1\) identifies \(\Omega=h\). Hence

\[ DC_+=MC_+h , \]

and \(h(\lambda)\), being similar to \(E\), has the positive-energy Dirac eigenvalues at each \(\lambda\).

Let a prime denote \(d/d\lambda\) at \(\lambda=0\), and let unprimed \(X,R,C_+,D\) and \(h_0\) refer to \(\lambda=0\). The product rule gives \(h'=C_+^\dagger D'C_++C_+^\dagger DC_+'+C_+'^\dagger DC_+\). In \(D'\) the sole non-zero block is the lower-right one, \(\epsilon W_{so}\), and the lower half of \(C_+\) is \(XR\), so \(C_+^\dagger D'C_+=\epsilon R^\dagger X^\dagger W_{so}XR=h_{so}\). For the other terms, the adjoint of the invariance relation, \(C_+^\dagger D=h_0C_+^\dagger M\), gives \(C_+^\dagger DC_+'=h_0\kappa\) with \(\kappa\equiv C_+^\dagger MC_+'\). The part of \(C_+'\) that points into the negative-energy space is \(M\)-orthogonal to \(C_+\) and drops out of \(\kappa\), which is why the spin-orbit change of the decoupling is not needed for the first-order energies. Because \(M\) does not depend on \(\lambda\), differentiating \(C_+^\dagger MC_+=1\) gives \(\kappa^\dagger+\kappa=0\). Therefore

\[ h'=h_{so}+h_0\kappa+\kappa^\dagger h_0=h_{so}+[h_0,\kappa] . \]

Between eigenvectors of \(h_0\), \(a_i^\dagger[h_0,\kappa]a_j=(E_i-E_j)\,a_i^\dagger\kappa a_j\), which vanishes when \(E_i=E_j\). The first-order shifts of a level of \(h(\lambda)\) are the eigenvalues of \(h'\) within its degenerate block, and there \(h'\) and \(h_{so}\) coincide. This proves the first statement. A form that also covers near-degeneracy follows from the unitary matrix \(U=e^{\lambda\kappa}\): since \(U^\dagger h_0U=h_0+\lambda[h_0,\kappa]+O(\lambda^2)\),

\[ h(\lambda)=U^\dagger(h_0+\lambda h_{so})U+O(\lambda^2). \]

Ordered eigenvalues of a Hermitian matrix move by at most the norm of a perturbation (Weyl's inequality), so the eigenvalues of \(h_0+\lambda h_{so}\) differ from the Dirac ones by \(O(\lambda^2)\) whatever the level spacings. The commutator is a rotation of the two-component picture and belongs to the convention for \(R\): replacing \(R(\lambda)\) by \(R(\lambda)U_R(\lambda)\) with a unitary \(U_R\), \(U_R(0)=1\), adds \(U_R'\) to \(\kappa\) and leaves \(h_{so}\) unchanged.

At \(\lambda=0\) the matrices \(D\) and \(M\) are real and proportional to the unit matrix in spin, so \(X\) and \(R\) are real and spin-free, and they commute with \(\sigma_l\). Thus \(h_{so}=i\sigma_l\tilde w^l\) with \(\tilde w^l=\epsilon(XR)^Tw^l(XR)\), again real and antisymmetric. A spatially non-degenerate spin-free orbital has a real coefficient vector \(a\), for which \(a^T\tilde w^la=0\), so it has no first-order spin-orbit shift. The factor \(XR\) has a direct meaning: for an eigenvector \(a\) of \(h_0\), \(C_+a\) is the normalised four-component solution and \(XRa\) is its pseudo-large component.

The limit of large \(c\) needs an equation for \(X\). The upper row of the eigenvalue problem is \((V+TX)A=AE\). The lower row is \(TA+(\epsilon W-T)XA=\epsilon TXAE=\epsilon TX(V+TX)A\). Cancelling the invertible \(A\) gives the Riccati equation

\[ TX=T+\epsilon WX-\epsilon TX(V+TX). \]

At \(\epsilon=0\) it has the solution \(X=1\), and since \(T\) is positive definite the implicit function theorem gives a solution analytic in \(\epsilon\) near zero. On it the eigenvalues of \(V+TX\) stay finite as \(\epsilon\to0\), so it describes the positive-energy branch. Inserting \(X=1+\epsilon x\) at \(\lambda=0\) and keeping the first power of \(\epsilon\) gives \(Tx=W_{sf}-T(V+T)\). The binomial series gives \(R=(1+\epsilon X^\dagger TX)^{-1/2}=1-\epsilon T/2+O(\epsilon^2)\). Therefore

\[ x=T^{-1}W_{sf}-V-T,\qquad XR=1+\epsilon y+O(\epsilon^2),\qquad y=x-\tfrac12T=T^{-1}W_{sf}-V-\tfrac32T , \]

\[ h_{so}=\epsilon(1+\epsilon y^\dagger)W_{so}(1+\epsilon y)+O(\epsilon^3)=\epsilon W_{so}+\epsilon^2\left(y^\dagger W_{so}+W_{so}y\right)+O(\epsilon^3). \]

In a non-orthogonal basis \(y=T^{-1}W_{sf}-S^{-1}(V+\tfrac32T)\). The leading term is the Breit-Pauli operator, which proves the third statement. At \(X=R=1\), \(\epsilon=0\), one has \(L=V+T+T-T\), so \(h_0\to T+V\), and the first-order shift tends to the Breit-Pauli expectation value in the non-relativistic orbital. Using the bare \(\epsilon W_{so}\) on top of \(h_0\) drops the \(\epsilon^2\) term, an error linear in \(\lambda\). For the lowest 28 levels of one electron in the field of the HBr nuclei (\(R=2.7\) bohr, 43 functions), halving \(\lambda\) from 0.1 to 0.05 lowers the largest deviation from the matrix Dirac levels from \(5.26\times10^{-4}\) to \(1.31\times10^{-4}\) Ry with \(h_{so}\), a ratio of 4.01, and from \(1.73\times10^{-2}\) to \(8.47\times10^{-3}\) Ry with the bare operator, a ratio of 2.04. These are the quadratic and linear laws.

The expansion is not uniform in the basis, as the free particle shows. With \(V=W=0\), \(X\) is a function of \(T\); for an eigenvalue \(t\) of \(T\) the Riccati equation becomes \(X=1-\epsilon tX^2\), whose branch with \(X\to1\) is \(X=2/(1+\sqrt{1+4\epsilon t})\). Its series in \(\epsilon\) converges for \(4\epsilon t<1\). For \(\epsilon t\gg1\), \(X^2\to1/(\epsilon t)\) and \(R^2=1/(1+\epsilon tX^2)\to1/2\), so \(\epsilon(XR)^2\to1/(2t)\). In this free-particle estimate the constant \(\epsilon\) is replaced by the much smaller \(1/(2t)\) for momenta far above \(mc\), the ones that tight basis functions carry. The matrix expansion of \(h_{so}\) thus requires \(c^2\) far above the kinetic and potential scales of the basis. A particular expectation value may approach its Breit-Pauli limit when this fails, which the example below tests.

The order of \(\kappa\) follows from the same expansion. With \(C_+'=\binom1XR'+\binom0{X'}R\) and \(R\tilde S=\tilde S^{1/2}=R^{-1}\),

\[ \kappa=R^{-1}R'+\epsilon RX^\dagger TX'R=\tfrac12[R^{-1},R']+\tfrac\epsilon2R\left(X^\dagger TX'-X'^\dagger TX\right)R , \]

where the second form uses \(\kappa=(\kappa-\kappa^\dagger)/2\) and the Hermiticity of \(R^{-1}\) and \(R'\). Differentiating the Riccati equation gives

\[ TX'=\epsilon W_{so}X+\epsilon W_{sf}X'-\epsilon TX'(V+TX)-\epsilon TXTX' . \]

The lowest order is \(TX'=\epsilon W_{so}\), that is \(X'=\epsilon T^{-1}W_{so}\). Inserting this and \(X=1+\epsilon x\) on the right gives the next order, \(TX'=\epsilon W_{so}+\epsilon^2(W_{so}x+Q)\), with

\[ Q=W_{sf}T^{-1}W_{so}-W_{so}(V+T)-TW_{so}. \]

Then \(X^\dagger TX'=\epsilon W_{so}+\epsilon^2(x^\dagger W_{so}+W_{so}x+Q)+O(\epsilon^3)\). The terms \(W_{so}\) and \(x^\dagger W_{so}+W_{so}x\) are Hermitian and cancel against the adjoint, which removes the \(\epsilon^2\) term of \(\kappa\). What remains is \(Q-Q^\dagger\), in which \(-W_{so}(V+T)+(V+T)W_{so}=[V+T,W_{so}]\) and \(-TW_{so}+W_{so}T=-[T,W_{so}]\) add up to \([V,W_{so}]\). For the first term of \(\kappa\), \(\tilde S'=\epsilon(X^\dagger TX'+X'^\dagger TX)=2\epsilon^2W_{so}+O(\epsilon^3)\), so \(R'=-\tilde S'/2+O(\epsilon^3)=-\epsilon^2W_{so}+O(\epsilon^3)\). With \(R^{-1}=1+\epsilon T/2+O(\epsilon^2)\), whose unit part commutes with everything, \(\tfrac12[R^{-1},R']=-\tfrac14\epsilon^3[T,W_{so}]+O(\epsilon^4)\). Together,

The first and third statements are now proved, and the terms that make up the leading, \(\epsilon^3\) part of \(\kappa\) have been found. It remains to combine them, which proves the second statement, and then to examine the second-order error and test the results numerically, with the \(2p\) fine structure of Sn\(^{49+}\) as the worked example.
